Binned Polarizability with Triangular Functions and a Precomputed Hilbert Transform

**Definitions and conventions**

The algebra uses atomic units; numerical energies are in eV and lengths in angstrom. Consider a closed-shell mean-field reference with real orbitals φ_i (occupied) and φ_a (empty). A transition t = (i,a) has energy ε_t = ε_a − ε_i > 0 and residue

M_t(r,r') = 2 φ_i(r)φ_a(r) φ_i(r')φ_a(r'),

where the 2 counts spin. The time-ordered independent-particle polarizability is

χ(ω) = Σ_t M_t K(ω,ε_t),

K(ω,ε) = 1/(ω − ε + iη) − 1/(ω + ε − iη), η > 0.

With z₊ = ω + iη and z₋ = −ω + iη, the second term equals 1/(−ω − ε + iη) = 1/(z₋ − ε), so that

K = 1/(z₊ − ε) + 1/(z₋ − ε).

Both terms are therefore one function of z, evaluated at two points. In GW by contour deformation, the screened interaction is needed along the imaginary axis and at some real frequencies. On the imaginary axis, ω = iu and no η is needed: z± = ±iu and K = −2ε/(ε² + u²).

The sum over t can be written as an integral over a spectral function:

S(x) = Σ_t M_t δ(x − ε_t), χ(ω) = ∫ S(x) [1/(z₊ − x) + 1/(z₋ − x)] dx.

S does not depend on ω. The method stores an approximation to S on a grid and obtains χ at every frequency by a matrix multiplication.

**One transition by hand**

Take ε = 7.53 eV with unit residue, a uniform grid of spacing h = 0.2 eV, η = 0.5 eV and ω = 7.0 eV. The transition lies between the nodes 7.4 and 7.6 eV, at the fractional position

θ = (7.53 − 7.4)/0.2 = 0.65.

Give the left node the weight 1 − θ = 0.35 and the right node θ = 0.65. The total weight is 1, and the mean energy is kept: 0.35 × 7.4 + 0.65 × 7.6 = 7.53 eV.

Next, spread each node's weight over a triangle. The hat function φ_j(x) is 1 at node ω_j, falls linearly to 0 at the two neighbouring nodes, and vanishes beyond them. (The hat depends on an energy x, whereas the orbitals φ_i(r) and φ_a(r) depend on position.) Its area here is h, so φ_j/h has unit weight. The response of one such triangle is

H_j = (1/h) ∫ φ_j(x) [1/(z₊ − x) + 1/(z₋ − x)] dx.

The closed form derived below gives, in 1/eV,

H(7.4) = −1.0220 − 1.2321i, H(7.6) = −1.0448 − 0.8341i.

The binned kernel is their weighted sum:

K̃ = 0.35 H(7.4) + 0.65 H(7.6) = −1.0368 − 0.9734i.

The direct value is

K = 1/(−0.53 + 0.5i) + 1/(−14.53 + 0.5i) = −1.0670 − 0.9442i.

The error K̃ − K = 0.0302 − 0.0292i has a modulus of about 3% of |K|. The transition has been replaced by a small distribution of finite width, and the error measures how strongly K bends across that width.

**The general algorithm**

Choose nodes ω_j that enclose all the ε_t, with the end hats empty and every occupied hat lying at x > 0. Let h₋ and h₊ be the spacings to the left and right of node j. The hat area is A_j = (h₋ + h₊)/2.

1. Bin the residues. Each transition updates two matrices:

W_j = Σ_t M_t φ_j(ε_t).

2. Build the Hilbert matrix once for the wanted frequencies:

H_ij = [F_j(z₊) + F_j(z₋)]/A_j, F_j(z) = ∫ φ_j(x)/(z − x) dx,

with z± taken at the output frequency ω_i.

3. Multiply:

χ̃(ω_i) = Σ_j H_ij W_j.

Each M_t is a positive factor times the product of one function at r and the same function at r', so it is positive semidefinite. The weights φ_j(ε_t) are nonnegative, so each W_j is positive semidefinite too.

To evaluate F_j, define

g(x) = (z − x) ln(z − x).

Then g' = −ln(z − x) − 1 and g'' = 1/(z − x). For Im z ≠ 0, z − x stays on one side of the real axis as x varies, so the principal logarithm crosses no branch cut. Since φ_j vanishes at both ends of its support, integration by parts gives

F_j = ∫ φ_j g'' dx = −∫ φ_j' g' dx.

The slope φ_j' is 1/h₋ on the left panel and −1/h₊ on the right one. Writing g_j = g(ω_j),

F_j(z) = (g_{j+1} − g_j)/h₊ − (g_j − g_{j−1})/h₋.

This stays finite as η → 0⁺, because (z − x) ln(z − x) → 0 when z reaches a node. From 1/(ω − x + i0⁺) = P 1/(ω − x) − iπδ(ω − x), with P the principal value, the imaginary part of F_j becomes −πφ_j(ω).

Far from the hat, the formula subtracts large, nearly equal numbers. On a uniform grid with h = 0.1 eV and |z| = 10⁴ eV on the imaginary axis, double precision leaves a relative error in F_j/h that reaches about 5×10⁻⁵ for the worst hat of the grid. There the expansion 1/(z − ω_j) + h²/[6(z − ω_j)³] is preferable; its second term follows from the width of the hat, computed next.

**Error on a uniform grid**

Two approximations have been made: averaging K over a hat, and interpolating between two nodes. Primes on K denote derivatives with respect to ε.

For the average, the hat is symmetric about its node, so the linear Taylor term vanishes. Its mean square width is

(2/h) ∫₀ʰ (1 − y/h) y² dy = (2/h)(h³/3 − h³/4) = h²/6.

Half of this multiplies K'', so a hat average equals K(ω_j) + h²K''/12 to second order.

For the interpolation, the nodes lie at ε − θh and ε + (1 − θ)h. In the weighted sum, the linear terms are

K'h [−(1 − θ)θ + θ(1 − θ)] = 0,

and the quadratic terms are

½K''h² [(1 − θ)θ² + θ(1 − θ)²] = ½h²θ(1 − θ)K''.

Adding the two contributions,

K̃ − K = h² [1/12 + θ(1 − θ)/2] K'' + higher orders.

The bracket runs from 1/12 on a node to 5/24 at a panel midpoint. Since θ(1 − θ) averages to 1/6, the bracket averages to 1/12 + 1/12 = 1/6 for uniformly distributed θ.

In the hand example the bracket is 0.197, and the law predicts 0.0262 − 0.0312i 1/eV against the actual 0.0302 − 0.0292i. The difference comes from higher powers of h: the ratio h/|z₊ − ε| is about 0.27, which is not very small.

A bound shows when the grid is fine enough. For the resonant term f = 1/(z₊ − ε), |f''| = 2/|z₊ − ε|³ ≤ 2/η³. The Taylor remainders bound the averaging error by h²/12 and the interpolation error by h²/8, each times the maximum of |f''|. Hence

|f̃ − f| ≤ (1/12 + 1/8) h² (2/η³) = 5h²/(12η³).

Relative to the peak height 1/η this is (5/12)(h/η)². The bound equals 1% of the peak at h ≈ 0.155η, so any smaller spacing is sufficient for that accuracy. Away from the poles, η may be replaced by the smallest distance from z₊ to the energies covered by the two hats. This is why frequencies below the gap, and imaginary ones, tolerate a coarser grid.

**The sign of the static error**

At ω = 0 and η = 0, K = −2/ε. On a uniform grid the binned distribution of each transition has unit weight and mean ε. Because 1/x is convex for x > 0, its average over that distribution is larger than 1/ε. Thus K̃ < K, and the static polarizability is overestimated in magnitude.

The screened interaction inherits this sign. Let v be the Coulomb interaction and Π = v^{1/2} χ v^{1/2}. In the random-phase approximation, the correlation part of W is

W_c = v^{1/2} [(1 − Π)⁻¹ − 1] v^{1/2}.

At ω = 0, binning makes Π more negative, so 1 − Π grows as a positive matrix and its inverse shrinks. The diagonal elements of W_c become more negative or stay unchanged: the binned medium screens too strongly.

**Unequal spacing**

The centroid of a triangle is the mean of its three nodes:

[(ω_j − h₋) + ω_j + (ω_j + h₊)]/3 = ω_j + (h₊ − h₋)/3.

The hat average therefore acquires the term K'(h₊ − h₋)/3. If the spacing jumps by a fixed ratio, this is first order in h near the jump. If the nodes are a smooth function ω(ξ) sampled at equal steps δ, then h₊ − h₋ ≈ ω''(ξ)δ², and second order survives.

Using K(ω_i,ω_j) in place of the hat average removes both this shift and the 1/12 term. The price is a set of poles at the nodes: for a real frequency among the occupied nodes, the limit η → 0⁺ diverges at the nodes and loses the imaginary part of K between them. The real part of a smooth density is still recovered at panel midpoints, to second order in h. At ω = 0, below the lowest occupied node and on the imaginary axis, η = 0 is harmless, and on a uniform grid the bracket shrinks to θ(1 − θ)/2, on average 1/12 instead of 1/6.

**When η may vanish**

With hats the matrix is finite at η = 0⁺, but that does not make the result converge. For a single transition on a node, the resonant peak of −Im χ̃ has height π/h: 15.7 1/eV at h = 0.2 eV and 31.4 1/eV at h = 0.1 eV. Refinement recovers a delta function, as it should. At real frequencies near its poles, a discrete spectrum needs a finite η and h well below it; away from the poles η = 0 causes no difficulty.

The limit is useful when transitions are so dense that S is effectively a smooth density. This takes many transitions per panel, and more of them if they are irregularly placed, because their number then fluctuates from panel to panel and adds noise to the result. The errors below are those of binning a smooth density, without this noise. Consider one matrix element of S and its resonant transform R(ω) = ∫ S(x)/(ω − x + i0⁺) dx, with S vanishing smoothly at its ends. The same two expansions give

S̃ − S = h² [1/12 + θ(1 − θ)/2] S'',

where θ is now the position of x in its panel. Since Im R = −πS, the leading error of Im R at a node is (h²/12) Im R'', and at a midpoint (5h²/24) Im R''.

The real part samples all x. Split the bracket into its mean, 1/6, and a periodic remainder of zero mean. The mean contributes (h²/6) Re R''. The remainder is even about every node, so its principal-value integral against 1/(ω − x) cancels near an output node; farther away it oscillates against a smooth function and contributes at higher order. The leading real error at a node is thus (h²/6) Re R''.

**Water**

The molecule has O–H distances of 0.96 Å and an angle of 104.5°, a rounded input geometry. The orbitals come from a PBE calculation in the def2-SVP basis. Leaving out the oxygen 1s orbital gives 76 transitions between 7.01 and 125.6 eV. The reference is the direct sum over these same transitions, so the comparison isolates the binning error. Errors of the functional, the small basis and the missing core transitions remain in both results.

With d_t the dipole matrix element between φ_i and φ_a, the isotropic independent-particle polarizability is

α(ω) = −(2/3) Σ_t |d_t|² K(ω,ε_t).

The direct static value is 1.068 Å³ (7.208 bohr³). For η = 0.5 eV, the largest |α| between 0 and 40 eV is 2.80 Å³, at 13.2 eV. These values belong to the def2-SVP basis and are far from converged. In def2-TZVP and aug-cc-pVDZ, α(0) becomes 1.37 and 1.97 Å³, the peak 3.5 Å³ at 22.1 eV and 4.9 Å³ at 12.2 eV, and the lowest transition 6.94 and 6.29 eV. Below, the static error is relative to α(0), and the real-axis error is the largest |α̃ − α| in that range divided by this peak.

h = 0.40 eV: static 2.7×10⁻⁴, real axis 14%
h = 0.20 eV: static 6.5×10⁻⁵, real axis 5.3%
h = 0.10 eV: static 1.3×10⁻⁵, real axis 0.9%
h = 0.05 eV: static 3.8×10⁻⁶, real axis 0.3%

Halving h does not divide the static error by four each time: the last two halvings give factors of about 5.2 and 3.3. The positions θ_t change with the grid, and with them the brackets. Summing the leading law with the actual θ_t reproduces the four static errors to better than 1%. On the real axis h/η falls from 0.8 to 0.1, so higher orders also matter on the coarser grids. The table is for nodes at integer multiples of h. Shifting the grid by quarters of h moves the real-axis errors within about 9–16%, 2.9–5.3%, 0.9–1.4% and 0.2–0.4%.

For W, differentiating (1 − Π)(1 − Π)⁻¹ = 1 gives, to first order in δΠ = Π̃ − Π,

δW = v^{1/2} (1 − Π)⁻¹ δΠ (1 − Π)⁻¹ v^{1/2}.

The error in W is thus also of order h², but it is amplified where 1 − Π is nearly singular, close to an excitation of the screened system. The values below are matrix elements of W_c with the density of the highest occupied orbital on both sides, with density fitting for the Coulomb integrals. Real nonzero frequencies use η = 0.5 eV; the others use η = 0. Errors are moduli, for h = 0.2 eV and then h = 0.025 eV.

ω = 0: −5.67 eV; errors 7.8×10⁻⁵ and 1.3×10⁻⁶ eV
ω = 3 eV: −5.72 − 0.05i eV; errors 1.1×10⁻⁴ and 1.8×10⁻⁶ eV
ω = 20 eV: −4.18 − 0.51i eV; errors 8.9×10⁻⁴ and 2.0×10⁻⁵ eV
ω = 10i eV: −5.22 eV; errors 3.7×10⁻⁶ and 1.1×10⁻⁷ eV

The static element is −0.2082 hartree. These elements are also specific to the basis: the static one becomes −6.22 eV in def2-TZVP and −6.6 eV in aug-cc-pVDZ, and the 20 eV one changes completely (−8.6 − 6.7i and 4.2 − 13.6i eV). Among the four frequencies the error is largest at 20 eV, inside the range of transition energies, but it is not the largest on the real axis: for h = 0.2 eV it reaches about 0.2 eV near 37–38 eV, where several excitations of the screened system lie. It is smallest at 10i eV, where

K'' = −4ε(ε² − 3u²)/(ε² + u²)³

changes sign at ε = √3 u ≈ 17 eV. On the imaginary axis Π is real and symmetric and each M_t is positive semidefinite, so the first-order diagonal δW is a sum over transitions of nonnegative weights times K''. Transitions on the two sides of 17 eV therefore contribute with opposite signs. How much of the small error is due to this cancellation, and how much to the larger distance to the poles, has not been separated here.

**Cost**

For N_t transitions, N_ω frequencies and N_b bins, the number of multiply-add operations per matrix element is N_t N_ω for the direct sum and 2N_t + N_b N_ω for the binned one. With N_t = 10⁶, N_b = 1000 and N_ω = 200,

direct: 10⁶ × 200 = 2.0×10⁸,
binned: 2×10⁶ + 1000 × 200 = 2.2×10⁶,

a ratio of 91. The ratio cannot exceed N_ω/2. A large saving needs many frequencies and N_t much larger than N_b, and the matrices W_j must be stored. Water does not meet this condition: its 76 transitions can occupy up to 152 nodes, and the direct sum is then cheaper. Water serves here to measure the error; the gain in speed belongs to systems with many transitions per bin.
